**Amplitude relaxation of an in-plane film at weak bias**

The program tests the small-angle amplitude time τ = 2(1+α²)/[αγ(2B+M_d)], where α is the Gilbert damping, γ the gyromagnetic ratio, B the in-plane bias field and M_d = μ0M. It integrates the full nonlinear equation of motion and asserts that the decay time and frequency read from successive extrema agree with the formulas to one part in a thousand. A finite-difference Jacobian of the same equation supplies independent values for the direct damping rates, the ellipticity, the eigenvalues at five bias fields and the critical bias. Further assertions cover the energy decay time, the overdamped motion at 5 μT and the permanent in-plane shift at zero bias. For M_d = 1 T and α = 0.01, the output shows τ = 1.125 ns at 5 mT, against the weak-bias estimate of 1.136 ns. Ringing requires a bias above about 25 μT. At zero bias the out-of-plane component decays in 0.568 ns, while the in-plane angle does not return.

## Program and output

```python
"""
Small-angle relaxation of a uniformly magnetized in-plane film.
Result under test: the precession amplitude decays as exp(-t/tau), with
    tau = 2 (1 + alpha^2) / (alpha gamma (2 B + Md)),
provided B (B + Md) > alpha^2 Md^2 / 4.
m: unit magnetization; x: bias direction; z: film normal
B: bias field (T); Md: mu0 times magnetization (T)
alpha: Gilbert damping; gamma: gyromagnetic ratio (rad/(ns T))
The formulas are compared with the full nonlinear equation
    dm/dt = -gamma m x Beff + alpha m x dm/dt.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

gamma = physical_constants["electron gyromag. ratio"][0] * 1e-9
Md = 1.0
alpha = 0.01
B_example = 5e-3
tilt = 0.01


def velocity(t, m, B):
    """Solve the implicit Gilbert equation for dm/dt."""
    x, y, z = m
    cross_matrix = np.array([[0, -z, y], [z, 0, -x], [-y, x, 0]])
    field = np.array([B, 0.0, -Md * z])
    torque = -gamma * (cross_matrix @ field)
    return np.linalg.solve(np.eye(3) - alpha * cross_matrix, torque)


def unit_vector(y, z):
    return np.array([np.sqrt(1 - y * y - z * z), y, z])


def jacobian(B, h=1e-4):
    """Central-difference linearization in the components (my, mz)."""
    columns = []
    for dy, dz in ((h, 0.0), (0.0, h)):
        plus = velocity(0, unit_vector(dy, dz), B)[1:]
        minus = velocity(0, unit_vector(-dy, -dz), B)[1:]
        columns.append((plus - minus) / (2 * h))
    return np.array(columns).T


def evolve(B, start, t_end, **options):
    return solve_ivp(velocity, (0, t_end), start, args=(B,),
                     method="DOP853", rtol=1e-10, atol=1e-13, **options)


def decay_rate(B):
    return alpha * gamma * (2 * B + Md) / (2 * (1 + alpha**2))


def angular_frequency(B):
    root = np.sqrt(B * (B + Md) - alpha**2 * Md**2 / 4)
    return gamma * root / (1 + alpha**2)


def close(value, reference, tolerance):
    return abs(value - reference) <= tolerance * abs(reference)


# Demagnetizing factor at the centre of a disc, from its surface charges.
# s is the logarithm of radial distance divided by half the thickness.
radius_over_thickness = 1e5
demag_factor = quad(lambda s: np.exp(2*s) / (1 + np.exp(2*s))**1.5,
                    -20, np.log(2 * radius_over_thickness),
                    limit=200, epsabs=1e-11)[0]
assert 0 < 1 - demag_factor < 1e-5

# Nonlinear ringing: decay and frequency from the extrema of my.
def extremum(t, m, B):
    return velocity(t, m, B)[1]


ringing = evolve(B_example, unit_vector(tilt, 0), 5.0, events=extremum)
times = ringing.t_events[0]
states = ringing.y_events[0]
assert len(times) >= 10
tau_simulated = -1 / np.polyfit(times, np.log(np.abs(states[:, 1])), 1)[0]
frequency_simulated = 1 / (2 * np.mean(np.diff(times)))
tau = 1 / decay_rate(B_example)
frequency = angular_frequency(B_example) / (2 * np.pi)
# Finite tilt gives relative corrections of order tilt squared.
assert close(tau_simulated, tau, 1e-3)
assert close(frequency_simulated, frequency, 1e-3)

# Energy per magnetic moment, compared over one complete period.
def energy(m):
    return B_example * (1 - m[0]) + Md * m[2]**2 / 2


energy_time = (times[2] - times[0]) / np.log(
    energy(states[0]) / energy(states[2]))
assert close(energy_time, tau / 2, 1e-3)

# Direct damping rates and ellipticity from the numerical Jacobian.
J = jacobian(B_example)
soft_rate, stiff_rate = -J[0, 0], -J[1, 1]
assert close(soft_rate, alpha*gamma*B_example/(1+alpha**2), 1e-5)
assert close(stiff_rate, alpha*gamma*(B_example+Md)/(1+alpha**2), 1e-5)
vectors = np.linalg.eig(J)[1]
ellipticity = abs(vectors[1, 0] / vectors[0, 0])
assert close(ellipticity, np.sqrt(B_example/(B_example+Md)), 1e-5)

# Several bias fields: numerical eigenvalues against the formulas.
scan = []
for B in (1e-4, 1e-3, 5e-3, 2e-2, 1e-1):
    eigenvalue = np.linalg.eigvals(jacobian(B))[0]
    assert close(-eigenvalue.real, decay_rate(B), 1e-5)
    assert close(abs(eigenvalue.imag), angular_frequency(B), 1e-5)
    scan.append((B, -1/eigenvalue.real, abs(eigenvalue.imag)/(2*np.pi)))

# Critical damping from the discriminant of the numerical Jacobian.
def discriminant(B):
    matrix = jacobian(B)
    return np.trace(matrix)**2 / 4 - np.linalg.det(matrix)


B_critical = brentq(discriminant, 1e-6, 1e-3, xtol=1e-14)
assert close(B_critical, Md * (np.sqrt(1+alpha**2)-1) / 2, 1e-5)

# Overdamped return of the in-plane angle, after the fast part has gone.
B_weak = 5e-6
slow = evolve(B_weak, unit_vector(tilt, 0), 30, t_eval=[10, 30])
slow_time = 20 / np.log(slow.y[1, 0] / slow.y[1, 1])
split = gamma * np.sqrt(alpha**2*Md**2/4 - B_weak*(B_weak+Md))
split /= 1 + alpha**2
assert close(slow_time, 1 / (decay_rate(B_weak) - split), 1e-3)
fast_time = -1 / np.min(np.linalg.eigvals(jacobian(B_weak)).real)
assert close(fast_time, 1 / (decay_rate(B_weak) + split), 1e-4)

# Zero bias: mz decays, but the in-plane angle keeps a permanent shift.
mz_start = 1e-3
free = evolve(0.0, unit_vector(0, mz_start), 15, t_eval=[1, 15])
zero_bias_time = 1 / np.log(mz_start / free.y[2, 0])
angle_shift = np.arctan2(free.y[1, 1], free.y[0, 1])
assert close(zero_bias_time, (1+alpha**2)/(alpha*gamma*Md), 1e-4)
assert close(angle_shift, -mz_start/alpha, 1e-4)

tau_estimate = 2 / (alpha * gamma * Md)
assert close(tau_estimate, tau_simulated, 0.02)

print(f"mu0 M: {Md:.3f} T")
print(f"Gilbert damping: {alpha:.3f} (dimensionless)")
print(f"gyromagnetic ratio: {gamma:.4f} rad/(ns T)")
print(f"example bias: {B_example*1e3:.3f} mT")
print(f"initial my: {tilt:.3f} (dimensionless)")
print(f"disc radius/thickness: {radius_over_thickness:.0f} (dimensionless)")
print(f"disc demagnetizing factor: {demag_factor:.6f} (dimensionless)")
print(f"simple estimate of amplitude time: {tau_estimate:.4f} ns")
print(f"amplitude time, formula at example bias: {tau:.4f} ns")
print(f"amplitude time, nonlinear run: {tau_simulated:.4f} ns")
print(f"amplitude decay rate, formula: {1/tau:.4f} 1/ns")
print(f"frequency, formula: {frequency:.4f} GHz")
print(f"frequency, nonlinear run: {frequency_simulated:.4f} GHz")
print(f"period, formula: {1/frequency:.4f} ns")
print(f"energy time, nonlinear run: {energy_time:.4f} ns")
print(f"direct in-plane damping rate: {soft_rate:.5f} 1/ns")
print(f"direct out-of-plane damping rate: {stiff_rate:.5f} 1/ns")
print(f"amplitude ratio mz/my: {ellipticity:.5f} (dimensionless)")
print("bias scan from numerical eigenvalues:")
for B, time, freq in scan:
    print(f"  bias {B*1e3:.1f} mT: time {time:.4f} ns, "
          f"frequency {freq:.4f} GHz")
print(f"critical bias: {B_critical*1e6:.4f} microtesla")
print(f"overdamped example bias: {B_weak*1e6:.3f} microtesla")
print(f"overdamped slow time, nonlinear run: {slow_time:.4f} ns")
print(f"overdamped fast time, eigenvalue: {fast_time:.4f} ns")
print(f"zero-bias initial mz: {mz_start:.4f} (dimensionless)")
print(f"zero-bias decay time of mz: {zero_bias_time:.4f} ns")
print(f"zero-bias permanent angle shift: {angle_shift:.5f} rad")
print("finished without a failed check")
```

Printed output:

```
mu0 M: 1.000 T
Gilbert damping: 0.010 (dimensionless)
gyromagnetic ratio: 176.0860 rad/(ns T)
example bias: 5.000 mT
initial my: 0.010 (dimensionless)
disc radius/thickness: 100000 (dimensionless)
disc demagnetizing factor: 0.999995 (dimensionless)
simple estimate of amplitude time: 1.1358 ns
amplitude time, formula at example bias: 1.1247 ns
amplitude time, nonlinear run: 1.1247 ns
amplitude decay rate, formula: 0.8891 1/ns
frequency, formula: 1.9815 GHz
frequency, nonlinear run: 1.9815 GHz
period, formula: 0.5047 ns
energy time, nonlinear run: 0.5623 ns
direct in-plane damping rate: 0.00880 1/ns
direct out-of-plane damping rate: 1.76949 1/ns
amplitude ratio mz/my: 0.07053 (dimensionless)
bias scan from numerical eigenvalues:
  bias 0.1 mT: time 1.1357 ns, frequency 0.2427 GHz
  bias 1.0 mT: time 1.1337 ns, frequency 0.8754 GHz
  bias 5.0 mT: time 1.1247 ns, frequency 1.9815 GHz
  bias 20.0 mT: time 1.0922 ns, frequency 3.9999 GHz
  bias 100.0 mT: time 0.9466 ns, frequency 9.2928 GHz
critical bias: 24.9994 microtesla
overdamped example bias: 5.000 microtesla
overdamped slow time, nonlinear run: 10.7586 ns
overdamped fast time, eigenvalue: 0.5996 ns
zero-bias initial mz: 0.0010 (dimensionless)
zero-bias decay time of mz: 0.5680 ns
zero-bias permanent angle shift: -0.10000 rad
finished without a failed check
```
